\section*{Pinched-off patches in Schottky contacts: bias-dependent barrier, ideality and apparent barrier}

\section*{The problem}

A metal contacts an n-type semiconductor that fills the half-space $z>0$. The Schottky barrier is $\Phi$ everywhere except on a circular patch of radius $R$, where it is $\Phi-\Delta$ with $0<\Delta<\Phi$. The patch is much smaller than the depletion width. We ask what barrier limits the current into the patch, how it depends on bias, and what an analysis that assumes a uniform contact would infer.

Energies and $kT$ are in eV, so an energy and the corresponding voltage have the same number. The zero of energy is the metal Fermi level, and forward bias $V>0$ raises the semiconductor Fermi level to $+V$. The conduction-band edge is $U$; deep in the semiconductor it equals $V_n+V$. The donor density $N$ is uniform, $q$ is the elementary charge, $\varepsilon$ the permittivity, and
\[
\eta=\frac{\varepsilon}{qN},\qquad B=\Phi-V_n-V ,
\]
where $B$ is the band bending. Image force and tunnelling are left out until part (g).

\section*{(a) The uniform contact}

\textit{Find the band edge $U_0(z)$ without the patch, in the depletion approximation, and its change with bias at fixed $z$.}

\textbf{Solution.} The electrostatic potential $\varphi$ obeys $\nabla^2\varphi=-qN/\varepsilon$. The electron energy has the opposite sign, so $U_0''=+1/\eta$. At the depletion edge $z=W$ the field vanishes and $U_0=V_n+V$, hence
\[
U_0=V_n+V+\frac{(W-z)^2}{2\eta}.
\]
The condition $U_0(0)=\Phi$ gives $W^2=2\eta B$. Expanding the square,
\begin{equation}
U_0=\Phi-Fz+\frac{z^2}{2\eta},\qquad F=\frac W\eta=\frac{2B}{W}.
\end{equation}
Since $dB/dV=-1$, differentiating $W^2=2\eta B$ gives $dW/dV=-\eta/W$. In $U_0$ only $F=W/\eta$ depends on $V$, so
\begin{equation}
\left.\frac{\partial U_0}{\partial V}\right|_z=-\frac z\eta\frac{dW}{dV}=\frac zW .
\end{equation}
The band edge is pinned at the metal and follows the bias fully at the depletion edge.

\section*{(b) The potential of the patch}

\textit{Find the change $u$ caused by the patch, on its axis and far from it.}

\textbf{Solution.} As long as the patch hardly disturbs the depletion edge, the space charge is unchanged and $\nabla^2u=0$, with $u=-\Delta$ on the disk, $u=0$ on the rest of the plane and $u\to0$ far away. The Green function that vanishes on the plane is that of a source and its opposite image,
\[
G=\frac1{4\pi}\left(\frac1{|\mathbf r-\mathbf r'|}-\frac1{|\mathbf r-\mathbf r'_{\rm im}|}\right).
\]
Each term contributes $z/(4\pi d^3)$ to $\partial G/\partial z'$ at $z'=0$, where $d$ is the distance to the surface point. Green's identity, with the outward normal along $-z'$, then gives
\begin{equation}
u(\mathbf r)=-\frac{\Delta\, z}{2\pi}\int_{\rm disk}\frac{dA'}{d^3}.
\end{equation}
On the axis $d^2=z^2+\rho'^2$ and $dA'=2\pi\rho'd\rho'$, so
\begin{equation}
u=-\Delta z\left[\frac1z-\frac1{\sqrt{z^2+R^2}}\right]
=-\Delta\left[1-\frac z{\sqrt{z^2+R^2}}\right].
\end{equation}
For $r\gg R$ we may set $d=r$, and the disk area $\pi R^2$ gives
\begin{equation}
u\simeq-\frac{Mz}{2r^3},\qquad M=\Delta R^2 .
\end{equation}
This is a dipole potential: far away, the patch enters through $M$ alone.

\section*{(c) The highest point on the way to the patch}

\textit{When must an electron heading for the patch along the axis cross a maximum in front of it? Find the height of the maximum and its small-patch limit.}

\textbf{Solution.} For $z\ll W$ drop the term $z^2/2\eta$. On the axis
\[
\frac{dU}{dz}=-F+\frac{\Delta R^2}{(z^2+R^2)^{3/2}} .
\]
The second term falls steadily with $z$. A maximum at $z>0$ therefore exists if and only if the slope at $z=0$ is positive:
\begin{equation}
\frac\Delta R>F .
\end{equation}
This is the pinch-off condition. The maximum lies where
\[
z^2+R^2=z_0^2,\qquad z_0=\left(\frac MF\right)^{1/3}.
\]
Laplace's equation makes the two transverse curvatures there positive, so the point is a saddle: the energy falls both ways along the axis and rises in every direction across it.

Let $z_s=\sqrt{z_0^2-R^2}$ and $x=R^2/z_0^2=(FR/\Delta)^{2/3}$. Using $F=\Delta R^2/z_0^3$, the lowering of the pass below $\Phi$ is
\begin{align}
Fz_s+\Delta\left(1-\frac{z_s}{z_0}\right)
&=\Delta\left[1-\frac{z_s}{z_0}\left(1-\frac{R^2}{z_0^2}\right)\right]\nonumber\\
&=\Delta\left[1-(1-x)^{3/2}\right].
\end{align}
At $x=1$ the lowering equals $\Delta$ and the saddle reaches the metal. In a larger patch the centre is not pinched off: electrons there meet only the patch's own barrier $\Phi-\Delta$, which in this model does not depend on bias. The threshold radius is $\Delta/F=\Delta W/2B$, so this conclusion lies within the small-patch assumption only for $\Delta\ll2B$. For the strong patch of part (g) the formula gives 108 nm, or $0.45W$, whereas in the full Poisson problem a maximum persists to about 126 nm. If $\Delta>B$, the bulk band edge itself lies above $\Phi-\Delta$, and the patch's own barrier is not the highest point for any radius. Near the rim the patch field is stronger and a maximum remains, so the size of the open central region still depends on bias.

For $x\ll1$ the bracket is $3x/2-3x^2/8+\dots$. Its first term gives the point-dipole lowering
\[
s=\frac{3\Delta R^2}{2z_0^2}=\frac32Fz_0 .
\]
Cubing, with $z_0^3=M/F$ and $F^2=4B^2/W^2=2B/\eta$,
\[
s^3=\frac{27}8F^2M=\frac{27}{4}\frac{MB}{\eta}.
\]
Hence Tung's result
\begin{equation}
\Phi_{\rm eff}=\Phi-s,\qquad
s=\gamma\left(\frac B\eta\right)^{1/3},\qquad
\gamma=3\left(\frac M4\right)^{1/3}.
\end{equation}

Two corrections reduce the lowering. The finite radius removes a fraction $x/4$ of $s$ to leading order. The omitted term $z_0^2/2\eta$ raises the pass; relative to $s=3Wz_0/2\eta$ this is $z_0/3W$. The formula therefore needs $R\ll z_0\ll W$.

\section*{(d) The current over the pass}

\textit{For $s\gg kT$, find the thermionic current into the patch and the effective area through which it flows.}

\textbf{Solution.} In the point-dipole limit, with $c=\cos\theta=z/r$,
\[
U=\Phi-Frc-\frac{Mc}{2r^2},\qquad
\frac{\partial U}{\partial r}=-c\left(F-\frac M{r^3}\right).
\]
The radial force vanishes on the whole hemisphere $r=z_0$, where
\[
U=\Phi-\tfrac32Fz_0c=\Phi-s\cos\theta .
\]
This hemisphere encloses the patch, because $R<z_0$, and serves as the surface that an electron must cross. A Maxwellian population sends a one-way current density $A^*T^2e^{-(U-V)/kT}$ through each surface element from the semiconductor, where $A^*$ is the Richardson constant. The metal sends back the same expression with $V=0$. The sum over the hemisphere is
\begin{align}
\int e^{s\cos\theta/kT}dA
&=2\pi z_0^2\int_0^1e^{sc/kT}dc\nonumber\\
&=2\pi z_0^2\frac{kT}{s}\left(e^{s/kT}-1\right).
\end{align}
Dropping the 1,
\begin{equation}
I=A^*T^2A_{\rm eff}\,e^{-(\Phi-s)/kT}\left(e^{V/kT}-1\right),\qquad
A_{\rm eff}=\frac{2\pi z_0^2kT}{s}.
\end{equation}
Substituting $z_0=2s/3F$ and then $F^2=2B/\eta$,
\begin{equation}
A_{\rm eff}=\frac{8\pi s\,kT}{9F^2}=\frac{4\pi\eta s\,kT}{9B}
=\frac{4\pi\gamma kT}{9}\left(\frac\eta B\right)^{2/3}.
\end{equation}

This counts every inward crossing as a success, but some electrons turn back. Classical trajectories in the point-dipole potential, with an isotropic mass, give a net flux of 0.957 of this estimate at $s/kT=40$ and 0.72 at $s/kT=6.2$. The deficits, multiplied by $s/kT$, are 1.7 and 1.8, which is consistent with a correction of relative order $kT/s$.

\section*{(e) The ideality factor of the patch}

\textit{Define $1/n=kT\,d\ln[I/(1-e^{-V/kT})]/dV$, so that a constant barrier and area give $n=1$. Find $n$ for the patch current. Does pinch-off by itself ensure $n>1$?}

\textbf{Solution.} Since $e^{V/kT}-1=e^{V/kT}(1-e^{-V/kT})$,
\[
\frac1n=1+\frac{ds}{dV}+kT\frac{d\ln A_{\rm eff}}{dV}.
\]
With $s\propto B^{1/3}$, $A_{\rm eff}\propto B^{-2/3}$ and $dB/dV=-1$, the derivatives are $-s/3B$ and $+2/3B$:
\begin{equation}
\frac1n=1-\frac{s-2kT}{3B}.
\end{equation}
The first term has a direct meaning. Because the saddle is stationary, its own displacement does not change its energy to first order. The barrier therefore moves as the background does at that point, by $z_0/W$ according to part (a). Indeed
\[
\frac s{3B}=\frac{Fz_0}{2B}=\frac{z_0}W=\frac{d\Phi_{\rm eff}}{dV}.
\]
Forward bias raises the pass, and the current grows more slowly than $e^{V/kT}$.

The area acts the other way: a weaker field widens the pass. The derivation therefore does not show that pinch-off alone ensures $n>1$: the law gives $n>1$ only for $s>2kT$. That boundary lies outside the regime $s\gg kT$ in which the law was derived, so the formula is no reliable prediction of $n<1$ for weak patches. Well inside its regime it gives $n>1$.

\section*{(f) What a uniform-contact analysis reports}

\textit{A contact has $D$ identical, well-separated patches per unit area. Its barrier is extracted by extending the tangent of the logarithmic current at bias $V$ back to zero bias and using the full contact area. Relate this apparent barrier $\Phi_{\rm ap}$ to $n$.}

\textbf{Solution.} Add the patch currents to the uniform background, neglecting the small area $D\pi z_0^2$ that the hemispheres cover. Relative to a uniform contact the current is multiplied by
\[
G=1+DA_{\rm eff}e^{s/kT},\qquad w=\frac{G-1}G ,
\]
where $w$ is the patches' share of the current. Part (e) gives $kT\,dG/dV=-(G-1)(s-2kT)/3B$, so
\begin{equation}
\frac1n=1+kT\frac{d\ln G}{dV}=1-w\,\frac{s-2kT}{3B}.
\end{equation}
With several kinds of patch, $w(s-2kT)$ becomes the sum over kinds, each weighted by its own current share.

The current density divided by $1-e^{-V/kT}$ has the logarithm $\ln(A^*T^2)-\Phi/kT+\ln G+V/kT$. The tangent has slope $1/(nkT)$, so its value at zero bias is lower by $V/(nkT)$. Setting that value equal to $\ln(A^*T^2)-\Phi_{\rm ap}/kT$ gives
\begin{equation}
\Phi_{\rm ap}=\Phi-kT\ln G-V\left(1-\frac1n\right).
\end{equation}
When patches carry nearly all the current, $kT\ln G\simeq s+kT\ln(DA_{\rm eff})$, and part (e) gives $s=3B(1-1/n)+2kT$. Therefore
\begin{equation}
\Phi_{\rm ap}\simeq\Phi-(3B+V)\left(1-\frac1n\right)
+kT\left[\ln\frac1{DA_{\rm eff}}-2\right].
\end{equation}
At fixed $D$, $V$ and temperature, stronger patches raise $n$ and lower $\Phi_{\rm ap}$ together. The last term shows that the patch-dominated branch does not aim at $\Phi$ when continued to $n=1$. The true curve bends: as $w\to0$, $G\to1$, and both $n\to1$ and $\Phi_{\rm ap}\to\Phi$.

\section*{(g) Numbers for a silicide-like contact on silicon}

\textit{Evaluate the results at 300 K for $\Phi=0.80$ eV, $N=10^{16}$ cm$^{-3}$, relative permittivity 11.7, $\Delta=0.40$ eV, $R=15$ nm, $D=10^9$ cm$^{-2}$ and $V=0.15$ V, and judge the approximations.}

\textbf{Solution.} Here $kT=0.02585$ eV, $V_n=0.205$ eV and $\eta=64658$ nm$^2$\,V. Then
\begin{align*}
B&=0.80-0.205-0.15=0.445\ {\rm eV},\\
W&=\sqrt{2(64658)(0.4447)}=240\ {\rm nm},\\
F&=2(0.4447)/239.8=0.00371\ {\rm eV/nm}.
\end{align*}
Pinch-off holds, since $\Delta/R=0.0267$ eV/nm exceeds $F$. With $M=90$ eV\,nm$^2$,
\begin{align*}
z_0&=(90/0.00371)^{1/3}=29\ {\rm nm},\\
s&=\tfrac32(0.00371)(28.95)=0.161\ {\rm eV}=6.2\,kT,\\
A_{\rm eff}&=2\pi(28.95)^2/6.23=845\ {\rm nm}^2 .
\end{align*}
The effective barrier is 0.64 eV, well above the patch's own 0.40 eV. In the point-dipole law it moves from 0.55 eV at $-1$ V to 0.62 eV at zero bias and 0.66 eV at $+0.30$ V. The law overstates $s$ by 13--15\% at each of these biases: the finite-radius correction $x/4$ grows with $F$, while the curvature and electron-tail corrections shrink. The absolute error is largest at $-1$ V, about 0.03 eV against 0.02 eV at the other biases. For the patch current,
\[
1-\frac1n=0.1207-0.0388=0.082,\qquad n=1.09 .
\]
In the point-dipole law the area term thus cancels about a third of the barrier term. At the corrected saddle discussed next, the pass is wider, with a harmonic area of about 1190 nm$^2$, and the fraction is about 0.4.

\textit{Accuracy of the saddle.} A numerical solution of the axisymmetric Poisson equation with mobile electrons gives a lowering of 0.142 eV, so $s$ is too large by 14\% of that value. The finite disk alone gives 0.150 eV. Most of the rest comes from the depletion curvature and the electron tail, which replaces $F^2=2B/\eta$ by $2(B-kT)/\eta$. With all three corrections the formula also gives 0.142 eV. The numerical barrier shift, 0.114 eV/V, agrees with the numerical saddle depth divided by the tail-corrected width, 0.114, as the stationarity argument requires.

\textit{Correlation.} For five contacts that differ in patch radius alone, the point-dipole law gives, with the background included:
\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $s$ (eV) & $w$ & $n$ & $\Phi_{\rm ap}$ (eV)\\
8 & 0.106 & 0.25 & 1.010 & 0.791\\
12 & 0.139 & 0.61 & 1.042 & 0.770\\
16 & 0.168 & 0.85 & 1.081 & 0.739\\
20 & 0.195 & 0.95 & 1.114 & 0.707\\
24 & 0.220 & 0.98 & 1.142 & 0.676
\end{tabular}
\end{center}
The law overstates $s$, most of all for the largest patches, so the table shows the trend rather than accurate values for each contact. A straight line through all five reaches 0.804 eV at $n=1$; one through the three largest patches reaches 0.822 eV. In this model, which omits the image force, the near agreement of the first with $\Phi=0.80$ eV depends on including contacts with a large background share.

\textit{The real case.} The barrier and doping are rough typical values for a high-barrier silicide on n-type silicon. The patch strength, radius and density are chosen, and a deficit of half the barrier is a strong patch. Real contacts break the assumption of identical circular patches, which calls for the weighted sum of part (f). The image force is also present. It lowers the uniform barrier by $\sqrt{qF/4\pi\varepsilon}$ (with $F$ as a field), or 21 meV, but the saddle by $q/16\pi\varepsilon z_0$, or 1 meV. The background current then grows by $e^{21.4/25.85}=2.3$ and the patch current by 1.04, which by itself reduces the tabulated patch share at $R=16$ nm from 0.85 to about 0.73; the finite patch radius and recrossing reduce it further. The lowering of the uniform barrier varies as $F^{1/2}\propto B^{1/4}$, so the background by itself has $1-1/n=0.0214/[4(0.445)]=0.012$. This is comparable with the whole patch effect in the contact with $R=8$ nm. Donors are discrete: a cube of side $z_0$ holds 0.24 of them on average, and randomly placed donors give an rms potential of 7 meV at the saddle, so nominally equal patches differ. For the isotropic mass and point-dipole potential of part (d), recrossing reduces the patch current by 28\%, equivalent to raising its barrier by $-kT\ln0.718=9$ meV. With the finite disk, depletion curvature and electron tail included as well, the net classical patch current is about 0.46 of the point-dipole law, while $n$ stays near 1.09. Recrossing with the anisotropic masses of silicon is not treated here.

Thermionic emission itself is reasonable here. For a rough mobility of 1200 cm$^2$/(V\,s) the mean free path is 37 nm, and the band edge should fall by $kT$ within a shorter distance on the semiconductor side of the saddle. The saddle curvature alone gives the estimate $z_0\sqrt{kT/s}=12$ nm. The actual fall on that side is slower: it takes about 15 nm in the point-dipole potential and about 19 nm with the finite disk, depletion curvature and electron tail included, still less than the mean free path. The margin is only a factor of two, so diffusion is not negligible: a thermionic-diffusion estimate lowers the patch current by roughly 5--20\%, depending on the Richardson constant and on how the widening of the pass is counted. Tunnelling along the axis raises the flux over a harmonic saddle, and quantized motion across the axis lowers it. For an isotropic mass the leading relative corrections are proportional to the curvatures along the three directions, with one common factor. In the uniform-field model Laplace's equation makes these curvatures add to zero, so the corrections cancel. The space charge adds $1/\eta$, about 6\% of the axial curvature, and the anisotropic valleys of silicon spoil the cancellation, but the factor stays within 1\% of unity. For the uniform field and isotropic mass the full harmonic factor in the output is 1.0000. The remaining estimates are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, kT 0.02585 eV
uniform barrier 0.80 eV, patch deficit 0.40 eV
patch radius 15 nm, bias 0.15 V
donors 1.0e+16 cm^-3, relative permittivity 11.7
patch density 1.0e+09 cm^-2
density-of-states mass 1.08, conduction mass 0.26
Vn 0.2053 eV, eta 64658 nm^2 V
band bending 0.4447 eV, depletion width 239.8 nm
surface field 0.0371 MV/cm
critical patch radius 107.9 nm
gamma 8.469 eV^(1/3) nm^(2/3)
point-dipole saddle depth 28.95 nm
point-dipole lowering s 0.1611 eV, s/kT 6.23
effective barrier 0.6389 eV
effective area 845.4 nm^2
barrier shift z0/W 0.1207 eV/V
area term 2kT/(3B) 0.0388
patch-only ideality 1.0893
patch-only apparent barrier 0.7500 eV
bias -1.00 V: effective barrier 0.5535 eV
bias 0.00 V: effective barrier 0.6226 eV
bias 0.15 V: effective barrier 0.6389 eV
bias 0.30 V: effective barrier 0.6596 eV
finite disk: x 0.2684, lowering 0.1497 eV
finite disk: saddle depth 24.76 nm
full Poisson: lowering 0.1419 eV, depth 26.52 nm
corrected formula for full Poisson 0.1421 eV
full Poisson: barrier shift 0.1142 eV/V
full Poisson: depth/width 0.1140
diodes: radius nm, s eV, patch share, n, apparent barrier eV
8  0.1059  0.2507  1.0103  0.7910
12  0.1388  0.6099  1.0415  0.7697
16  0.1681  0.8549  1.0806  0.7389
20  0.1951  0.9510  1.1139  0.7067
24  0.2203  0.9831  1.1419  0.6759
line, five diodes: slope -0.871 eV per unit n
line, five diodes: barrier at n=1 0.8041 eV
line, three largest: slope -1.027 eV per unit n
line, three largest: barrier at n=1 0.8223 eV
trajectory transmission 0.718
transmission at s/kT=40: 0.957
image lowering: uniform 21.4 meV
image lowering: saddle 1.06 meV
quantum flux factor at saddle 1.0000
donor potential rms at saddle 7.42 meV
donors in cube of side z0: 0.243
mobility 1200 cm2/Vs, free path 37.4 nm
distance for kT drop from saddle 11.6 nm
current per patch 5.57e-13 A
spreading voltage 4.42e-08 V
donor density/Nc 3.55e-04
patch-center reverse field 0.230 MV/cm
\end{verbatim}
